\section*{Fluorite structure factors and the 200 reflection of NiSi2 and CoSi2}

\section{Problem}

The contact silicides NiSi$_2$ and CoSi$_2$ crystallize in the fluorite structure. The cubic cell of side $a$ contains four metal atoms M at
\begin{equation}
\mathbf t_n:\quad (0,0,0),\ \left(0,\tfrac12,\tfrac12\right),\ \left(\tfrac12,0,\tfrac12\right),\ \left(\tfrac12,\tfrac12,0\right),
\end{equation}
and eight silicon atoms at $\mathbf t_n\pm\left(\tfrac14,\tfrac14,\tfrac14\right)$. Coordinates are fractions of $a$. The structure factor of the reflection $hkl$ is
\begin{equation}
F(hkl)=\sum_j f_j\,e^{2\pi i(hx_j+ky_j+lz_j)},
\label{def}
\end{equation}
where the sum runs over the twelve atoms and $f_j$ is the scattering factor of atom $j$, in electrons. In single scattering, and apart from geometrical factors, the intensity is proportional to $|F|^2$.

\begin{enumerate}
\item[(a)] Find $F(hkl)$ for arbitrary $f_{\rm M}$ and $f_{\rm Si}$, and sort the reflections into classes.
\item[(b)] Replace each scattering factor by the atomic number, $Z_{\rm Ni}=28$, $Z_{\rm Co}=27$, $Z_{\rm Si}=14$. Evaluate the reflections 111, 200, 220, 311, 222 and 400 of both silicides, and compare 200 with 220.
\item[(c)] Explain the values of $F(200)$ by the electron content of the atomic planes normal to $[100]$.
\item[(d)] At the scattering vector of 200, spin-restricted Hartree--Fock densities of free atoms, with open shells evenly occupied, give $f_{\rm Ni}=22.62$ and $f_{\rm Si}=9.92$ for NiSi$_2$, and $f_{\rm Co}=21.46$ and $f_{\rm Si}=9.88$ for CoSi$_2$. Does the conclusion of (b) survive?
\item[(e)] Estimate the effects of thermal vibration, of dispersion near an absorption edge, and of missing silicon atoms.
\end{enumerate}

Use the rough lattice parameters $a=0.541$ nm for NiSi$_2$ and $0.536$ nm for CoSi$_2$, and a rough X-ray wavelength of $0.154$ nm.

\section{Solution}

\subsection{(a) The general structure factor}

The local geometry confirms that this is fluorite. Around the metal atom at the origin, the silicon sites obtained with the plus sign include $(\tfrac14,\tfrac14,\tfrac14)$ and, after whole cell edges are subtracted, $(\tfrac14,-\tfrac14,-\tfrac14)$, $(-\tfrac14,\tfrac14,-\tfrac14)$ and $(-\tfrac14,-\tfrac14,\tfrac14)$. The minus sign supplies the four opposite points. The metal atom therefore has eight silicon neighbours at the corners of a cube, at distance $\sqrt3\,a/4$. Since there are twice as many silicon atoms as metal atoms, each silicon atom has four metal neighbours.

Subtracting a whole cell edge changes the phase in (\ref{def}) by $2\pi$ times an integer, so it leaves $F$ unchanged. We may therefore use the coordinates $\mathbf t_n\pm(\tfrac14,\tfrac14,\tfrac14)$ as they stand. Write $\mathbf h=(h,k,l)$ and $N=h+k+l$. The shift by $\pm(\tfrac14,\tfrac14,\tfrac14)$ multiplies the phase factor of a site by
\begin{equation}
e^{\pm 2\pi i(h+k+l)/4}=e^{\pm i\pi N/2}.
\end{equation}
This factor is the same for all four $\mathbf t_n$, and the sum factorizes:
\begin{align}
F&=\sum_{n=1}^{4}e^{2\pi i\mathbf h\cdot\mathbf t_n}
\left[f_{\rm M}+f_{\rm Si}e^{i\pi N/2}+f_{\rm Si}e^{-i\pi N/2}\right]\nonumber\\
&=S\left[f_{\rm M}+2f_{\rm Si}\cos\frac{\pi N}{2}\right].
\label{factor}
\end{align}
The second line uses $e^{i\phi}+e^{-i\phi}=2\cos\phi$. The remaining sum belongs to the face-centred lattice:
\begin{equation}
S=1+(-1)^{k+l}+(-1)^{h+l}+(-1)^{h+k},
\end{equation}
because $e^{2\pi i(k+l)/2}=(-1)^{k+l}$, and likewise for the other two terms.

If $h,k,l$ are all even or all odd (unmixed indices), every pair sum is even and $S=4$. If the parities are mixed, two indices share a parity and the third differs. One pair sum is then even and two are odd, so $S=1+1-1-1=0$. For unmixed indices,
\begin{equation}
F(hkl)=4\left[f_{\rm M}+2f_{\rm Si}\cos\frac{\pi(h+k+l)}{2}\right].
\label{general}
\end{equation}

The cosine is $0$ for odd $N$, $+1$ when $N$ is a multiple of four, and $-1$ when $N$ is even but not a multiple of four. This gives three classes of allowed reflection:
\begin{equation}
F=
\begin{cases}
4f_{\rm M}, & N \text{ odd},\\
4(f_{\rm M}+2f_{\rm Si}), & N=4m,\\
4(f_{\rm M}-2f_{\rm Si}), & N=4m+2,
\end{cases}
\label{classes}
\end{equation}
with $m$ an integer. In the first class the two silicon sublattices cancel each other. In the second all atoms scatter in phase. In the third, silicon opposes the metal, and what is left is a difference. The reflection 200 has $N=2$ and belongs to the third class.

As a check of the prefactor, $hkl=000$ with $f=Z$ gives $4(Z_{\rm M}+2Z_{\rm Si})$, the number of electrons in a cell of four formula units.

\subsection{(b) Atomic numbers as scattering factors}

With $f=Z$, the third class of (\ref{classes}) gives
\begin{align}
F_{\rm NiSi_2}(200)&=4(28-2\times14)=0,\\
F_{\rm CoSi_2}(200)&=4(27-2\times14)=-4 .
\end{align}
In this model the 200 reflection of NiSi$_2$ vanishes, while that of CoSi$_2$ survives with an amplitude of four electrons per cell. The minus sign says that silicon outweighs the metal; it does not affect the intensity.

The other reflections follow in the same way. For 111 and 311, $N=3$ and $5$, so $F=4Z_{\rm M}$. For 220 and 400, $N=4$, so $F=4(Z_{\rm M}+28)$. For 222, $N=6$, so it falls in the class of 200.

\begin{center}
\begin{tabular}{lrrrr}
\hline
 & \multicolumn{2}{c}{NiSi$_2$} & \multicolumn{2}{c}{CoSi$_2$}\\
$hkl$ & $F$ & $|F|^2$ & $F$ & $|F|^2$\\
\hline
111, 311 & 112 & 12544 & 108 & 11664\\
200, 222 & 0 & 0 & $-4$ & 16\\
220, 400 & 224 & 50176 & 220 & 48400\\
\hline
\end{tabular}
\end{center}

For CoSi$_2$ the comparison with 220 is
\begin{equation}
\frac{|F(200)|^2}{|F(220)|^2}=\frac{16}{48400}=3.3\times10^{-4},
\end{equation}
about one part in three thousand. This is a ratio of squared structure factors. A ratio of measured powder peaks would also contain the multiplicities and the angular factors of the two reflections.

The zero of NiSi$_2$ differs in kind from the zeros of mixed indices. Those come from $S=0$ and hold for any $f_{\rm M}$ and $f_{\rm Si}$, because they express the face-centred lattice. The zero of 200 requires $f_{\rm M}=2f_{\rm Si}$, a numerical coincidence between two different elements. Crystalline silicon makes the contrast clear. It has the same face-centred lattice with one atom at the origin and one at $(\tfrac14,\tfrac14,\tfrac14)$, so that
\begin{equation}
F_{\rm Si}(200)=4\left(f_{\rm Si}+f_{\rm Si}e^{i\pi}\right)=0
\end{equation}
for any value of $f_{\rm Si}$. There the cancelling atoms are identical, and their scattering factors stay equal at every angle. Nickel and a pair of silicon atoms have no such reason to stay equal.

\subsection{(c) The same result from atomic planes}

For 200 the phase in (\ref{def}) is $4\pi x$, which depends on $x$ alone. All atoms in a plane normal to $[100]$ scatter in phase, so with $f=Z$ each plane acts through its total electron number. The planes at $x=0$ and $\tfrac12$ hold two metal atoms per cell each; those at $x=\tfrac14$ and $\tfrac34$ hold four silicon atoms each. Their phases are $0,\pi,2\pi,3\pi$, and their contributions alternate in sign:
\begin{equation}
F(200)=2Z_{\rm M}-4Z_{\rm Si}+2Z_{\rm M}-4Z_{\rm Si}.
\end{equation}

In NiSi$_2$ the successive planes contain $56,56,56,56$ electrons. Counted by electrons, the stack repeats after $a/4$ instead of $a/2$, and the modulation that 200 would detect is absent. In CoSi$_2$ the planes contain $54,56,54,56$ electrons, and
\begin{equation}
F(200)=54-56+54-56=-4 .
\end{equation}
In the atomic-number model, the weak reflection measures the two electrons by which neighbouring planes differ.

\subsection{(d) Scattering factors at the actual angle}

The planes of 200 have spacing $d=a/2$. Bragg's law $2d\sin\theta=\lambda$ becomes $\sin\theta=\lambda/a$, and the reflection lies at $2\theta=33.1^\circ$ for NiSi$_2$ and $33.4^\circ$ for CoSi$_2$. The scattering vector has magnitude $q=2\pi/d=4\pi/a$, which is $23.2$ and $23.4$ nm$^{-1}$.

Far from absorption edges, a free atom with spherical electron density $\rho(r)$ has
\begin{equation}
f(q)=\int\rho(r)\,e^{i\mathbf q\cdot\mathbf r}\,d^3r
=\int\rho(r)\,\frac{\sin qr}{qr}\,d^3r .
\label{ff}
\end{equation}
The second form follows from averaging the phase over directions, with $\mu$ the cosine of the angle between $\mathbf q$ and $\mathbf r$:
\begin{equation}
\frac12\int_{-1}^{1}e^{iqr\mu}\,d\mu=\frac{e^{iqr}-e^{-iqr}}{2iqr}=\frac{\sin qr}{qr}.
\end{equation}
At $q=0$ this factor is one and $f=Z$. Atomic numbers are thus the forward-scattering limit. For small $q$, $\sin x/x\simeq1-x^2/6$ gives
\begin{equation}
\frac{f(q)}{Z}\simeq1-\frac{q^2}{6}\,\frac{\langle r^2\rangle}{Z},
\label{smallq}
\end{equation}
where $\langle r^2\rangle$ is summed over the electrons. The more extended atom loses its scattering power sooner. Without spin polarization, and with the electrons of an open shell spread evenly over its orbitals, the Hartree--Fock values of $\langle r^2\rangle/Z$ are $0.0038$ nm$^2$ for Ni, $0.0041$ nm$^2$ for Co and $0.0071$ nm$^2$ for Si, so silicon should fall faster than either metal. The metal values are stable, but the silicon value is not converged in this model: it rises to $0.0074$ nm$^2$ in a larger basis and to $0.0078$ nm$^2$ when diffuse functions are added, whereas open-shell Hartree--Fock for the ground term of Si gives $0.0065$ nm$^2$. All of these lie well above the metal values.

The expansion gives the direction of the effect but not its size at 200. For silicon in NiSi$_2$ the correction in (\ref{smallq}) would be $23.2^2\times0.0071/6\simeq0.64$, or $0.58$ with $0.0065$ nm$^2$; either is too large for a first-order expansion. The full integral (\ref{ff}) gives $f_{\rm Si}/Z_{\rm Si}=0.708$, a loss of $0.29$.

With the scattering factors stated in the problem,
\begin{align}
F_{\rm NiSi_2}(200)&=4(22.62-2\times9.92)\simeq11,\\
F_{\rm CoSi_2}(200)&=4(21.46-2\times9.88)\simeq7 .
\end{align}
The conclusion of (b) does not survive. Both reflections are present, and that of NiSi$_2$ is the stronger: the values of $|F|^2$ are $124$ and $46$, a ratio of about $2.7$.

To see why the order reverses, write $r_{\rm M}=f_{\rm M}/Z_{\rm M}$ and $r_{\rm Si}=f_{\rm Si}/Z_{\rm Si}$ for the fractions of scattering power that remain. Adding and subtracting $8Z_{\rm Si}r_{\rm M}$ gives
\begin{align}
F(200)&=4Z_{\rm M}r_{\rm M}-8Z_{\rm Si}r_{\rm Si}\nonumber\\
&=4(Z_{\rm M}-2Z_{\rm Si})\,r_{\rm M}+8Z_{\rm Si}(r_{\rm M}-r_{\rm Si}).
\label{split}
\end{align}
The first term is the atomic-number result, reduced by $r_{\rm M}$. The second comes from the unequal fall of the two scattering factors. For the two silicides,
\begin{align}
\text{NiSi}_2:&\quad 0+112(0.808-0.708)=11.2,\\
\text{CoSi}_2:&\quad -4(0.795)+112(0.795-0.706)\nonumber\\
&\quad=-3.2+10.0=6.8 .
\end{align}
The second term dominates and is positive, because silicon is the more extended atom. The electron that cobalt lacks still contributes about $-3$, but it now subtracts from a larger positive amplitude. This accounts for most of the difference between the two amplitudes; the rest comes from the smaller second term of CoSi$_2$. What made CoSi$_2$ visible in (b) is thus the main reason why it is the weaker one here.

The sign of $F$ in CoSi$_2$ has also changed, from $-4$ to about $+7$. Since $f(q)$ is continuous, $f_{\rm Co}-2f_{\rm Si}$ must pass through zero at some $q$ between forward scattering and the 200 position.

Because $F(200)$ is a small difference of large numbers, it is sensitive to the atomic densities. The density functional PBE gives $10.5$ and $6.3$ electrons in place of $11.2$ and $6.8$. The two methods agree on the order and on the rough size. A larger basis moves these amplitudes by up to $0.1$. Open-shell Hartree--Fock for the ground terms of the atoms raises the four scattering factors by $0.06$ to $0.11$ and gives $F=11.0$ and $6.8$, or $|F|^2=120$ and $46$. Their spread is not an error bound, since both calculations use free, spherical, non-relativistic atoms without spin polarization and with fixed configurations ($3d^84s^2$ for Ni, $3d^74s^2$ for Co). Both omit the redistribution of charge by bonding. By (\ref{classes}), a change of $0.5$ electron in $f_{\rm M}-2f_{\rm Si}$ would move $F$ by $2$. In the Hartree--Fock model of (d), moving one $4s$ electron of the metal into $3d$ raises $F$ by about $1.4$, and moving both raises it by about $2.5$; NiSi$_2$ remains the stronger for all these configurations.

\subsection{(e) Vibration, dispersion and missing silicon}

\paragraph{Thermal vibration.} Let an atom have a Gaussian displacement $u$ along $\mathbf q$ with variance $\langle u^2\rangle$. The average of $e^{iqu}$ is $e^{-q^2\langle u^2\rangle/2}$. With $B=8\pi^2\langle u^2\rangle$ and $q=4\pi/a$, the exponent is
\begin{equation}
\frac{q^2\langle u^2\rangle}{2}=\frac12\,\frac{16\pi^2}{a^2}\,\frac{B}{8\pi^2}=\frac{B}{a^2}.
\end{equation}
If both elements had the same $B$, the whole of $F$ would be multiplied by one factor and a zero would remain a zero. Take instead the rough values $B=0.004$ nm$^2$ for the metal and $0.006$ nm$^2$ for silicon. In NiSi$_2$ the factors are $e^{-0.0137}=0.986$ and $e^{-0.0205}=0.980$. The amplitudes of (d) change from $11.2$ to $11.5$ for NiSi$_2$ and from $6.8$ to $7.2$ for CoSi$_2$. For these parameters, and away from absorption edges, vibration is a minor correction. It matters more where the amplitude nearly cancels: with the dispersion terms given below, it lowers $|F(200)|$ of NiSi$_2$ from $3.3$ to $2.7$.

\paragraph{Dispersion.} Near an absorption edge the scattering factor becomes $f+f'+if''$, where $f''$ describes absorption. The wavelength $0.154$ nm corresponds to a photon energy of $8.05$ keV. This lies above the K edge of cobalt (roughly $7.7$ keV) and below that of nickel (roughly $8.3$ keV), so the photon can eject a 1s electron from cobalt but not from nickel. Rough values of $f'+if''$ are $-3.0+0.5i$ for Ni, $-2.4+3.6i$ for Co and $0.3+0.3i$ for Si. Then
\begin{align}
\text{NiSi}_2:\quad f_{\rm M}-2f_{\rm Si}&=(19.62+0.5i)-2(10.22+0.3i)\nonumber\\
&=-0.8-0.1i,\\
\text{CoSi}_2:\quad f_{\rm M}-2f_{\rm Si}&=(19.06+3.6i)-2(10.18+0.3i)\nonumber\\
&=-1.3+3.0i .
\end{align}
Four times the moduli gives $|F(200)|\simeq3$ for NiSi$_2$ and $13$ for CoSi$_2$. At this wavelength the order of (b) returns: NiSi$_2$ is weak and CoSi$_2$ is stronger. The cause is not the count of electrons. In NiSi$_2$ the negative $f'$ of nickel happens to offset the unequal fall found in (d); in CoSi$_2$ most of the amplitude comes from absorption by cobalt. The value for NiSi$_2$ is itself a near-cancellation and gives only a rough size: an error of $0.5$ electron in $f_{\rm M}-2f_{\rm Si}$ would change it by about $2$. The configurations $3d^94s^1$ and $3d^{10}$ of nickel give $1.9$ and $0.8$ in place of $3$, while the corresponding changes in cobalt leave CoSi$_2$ between $12$ and $13$.

\paragraph{Missing silicon.} Suppose a fraction $\delta$ of the silicon sites is empty at random. The average structure then has $f_{\rm Si}$ replaced by $(1-\delta)f_{\rm Si}$. With atomic numbers, NiSi$_2$ acquires
\begin{equation}
F(200)=4\left[28-28(1-\delta)\right]=112\,\delta .
\end{equation}
One per cent of vacancies gives an amplitude of about $1$, a quarter of the magnitude found for perfect CoSi$_2$ in (b). With the scattering factors of (d), the same vacancies add $8\times9.92\times0.01\simeq0.8$ to the amplitude of about $11$, a change of some $7$ per cent. With dispersion at $0.154$ nm the amplitude of NiSi$_2$ is negative, and the same vacancies lower its modulus from $3.3$ to $2.5$. A reflection that rests on a cancellation responds to small changes of composition.

\subsection{Use with real films}

The lattice parameters used here are typical of the two silicides and close to that of silicon, on which both can be grown as epitaxial contact layers. Strain in such a film shifts the peak from the angles given in (d). The assumption $f=Z$ fails at the angle of 200: for free atoms away from the edges, the angle-dependent scattering factors move $F(200)$ from $0$ to about $11$ in NiSi$_2$ and from $-4$ to about $7$ in CoSi$_2$. The assumption of single scattering can fail as well. Since $(1,1,1)+(1,\bar1,\bar1)=(2,0,0)$, two successive reflections of the strong first class can send intensity into the 200 direction even when $F(200)=0$. A weak 200 peak therefore does not by itself distinguish CoSi$_2$ from NiSi$_2$. An identification that relies on it needs the wavelength, angle-dependent scattering factors with dispersion, and an estimate of multiple scattering. The main computed values behind parts (b) to (d), and those for vibration and dispersion in (e), are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Atomic numbers: Ni 28, Co 27, Si 14
M neighbours of Si: 4; Si neighbours of M: 8
Z model, F in electrons, |F|^2 in electrons^2
111: NiSi2 F = 112, |F|^2 = 12544; CoSi2 F = 108, |F|^2 = 11664
200: NiSi2 F = 0, |F|^2 = 0; CoSi2 F = -4, |F|^2 = 16
220: NiSi2 F = 224, |F|^2 = 50176; CoSi2 F = 220, |F|^2 = 48400
311: NiSi2 F = 112, |F|^2 = 12544; CoSi2 F = 108, |F|^2 = 11664
222: NiSi2 F = 0, |F|^2 = 0; CoSi2 F = -4, |F|^2 = 16
400: NiSi2 F = 224, |F|^2 = 50176; CoSi2 F = 220, |F|^2 = 48400
CoSi2 |F200|^2/|F220|^2, Z model: 3.31e-04
Metal Z from 21 to 30 with F200 = 0: [28]
NiSi2 electrons in successive (100) layers: [56, 56, 56, 56]
CoSi2 electrons in successive (100) layers: [54, 56, 54, 56]
Wavelength (rough): 0.154 nm; photon energy: 8.05 keV
NiSi2: a (rough) = 0.541 nm, q200 = 23.23 nm^-1, 2theta = 33.1 deg
CoSi2: a (rough) = 0.536 nm, q200 = 23.44 nm^-1, 2theta = 33.4 deg
HF <r^2> per electron (nm^2): Ni 0.00377, Co 0.00407, Si 0.00713
HF NiSi2 at 200: f_M = 22.62, f_Si = 9.92, F = 11.2 electrons
   f_M/Z_M = 0.808, f_Si/Z_Si = 0.708, |F|^2 = 124 electrons^2
HF CoSi2 at 200: f_M = 21.46, f_Si = 9.88, F = 6.8 electrons
   f_M/Z_M = 0.795, f_Si/Z_Si = 0.706, |F|^2 = 46 electrons^2
PBE <r^2> per electron (nm^2): Ni 0.00359, Co 0.00387, Si 0.00643
PBE NiSi2 at 200: f_M = 22.61, f_Si = 9.99, F = 10.5 electrons
   f_M/Z_M = 0.808, f_Si/Z_Si = 0.714, |F|^2 = 111 electrons^2
PBE CoSi2 at 200: f_M = 21.49, f_Si = 9.95, F = 6.3 electrons
   f_M/Z_M = 0.796, f_Si/Z_Si = 0.711, |F|^2 = 40 electrons^2
Thermal B (rough): metal 0.004 nm^2, Si 0.006 nm^2
NiSi2 F200, HF atoms with thermal motion: 11.5 electrons
CoSi2 F200, HF atoms with thermal motion: 7.2 electrons
Dispersion f'+if'' (rough, electrons): Ni -3.0+0.5i, Co -2.4+3.6i, Si 0.3+0.3i
NiSi2 |F200|, HF atoms with dispersion: 3 electrons (rough)
CoSi2 |F200|, HF atoms with dispersion: 13 electrons (rough)
\end{verbatim}
